# Why substrate screening moves the gap more than the 1s exciton

## The form of the interaction

Take a thin semiconducting sheet with a dielectric of constant \(\varepsilon_1\) above it and \(\varepsilon_2\) below. Gaussian units are used, \(e^2=14.40\) eV Å, and \(\kappa=(\varepsilon_1+\varepsilon_2)/2\). The potential of a charge density \(\sigma_q\) in the sheet falls off as \(\phi_q e^{-q|z|}\) on both sides, so the jump of the normal displacement is

\[
(\varepsilon_1+\varepsilon_2)\,q\,\phi_q=4\pi\left(\sigma_q-\chi q^2\phi_q\right).
\]

The second term is the charge induced in the sheet. Its polarization is \(\mathbf P=-\chi\nabla\phi\), and \(-\nabla\cdot\mathbf P=\chi\nabla^2\phi\) becomes \(-\chi q^2\phi_q\). With \(r_0=2\pi\chi\), the interaction of two like unit charges is

\[
W(q)=\frac{2\pi e^2}{q(\kappa+r_0q)}.
\]

Dividing numerator and denominator by \(\kappa\) shows that \(W\) depends on two quantities, the coupling \(e^2/\kappa\) and the length \(r_0/\kappa\). An energy built from them must have the form

\[
W(r)=\frac{e^2/\kappa}{r_0/\kappa}\,w\!\left(\frac{r}{r_0/\kappa}\right)=\frac{e^2}{r_0}\,w\!\left(\frac{\kappa r}{r_0}\right).
\]

The prefactor does not contain \(\kappa\); the surroundings only rescale the distance. At large \(q\) the sheet's own polarization dominates and \(W(q)\approx2\pi e^2/(r_0q^2)\), which is a two-dimensional Coulomb law, logarithmic in \(r\). If \(w(x)\approx-\ln x+\text{const}\), replacing \(\kappa\) by \(\kappa'\) changes \(W\) by \(-(e^2/r_0)\ln(\kappa'/\kappa)\), whatever the distance. A compact exciton therefore sees a nearly constant change of the interaction. A constant negative change lowers the gap but leaves a neutral excitation where it was.

Four assumptions hold from here on. The sheet has zero thickness and touches both dielectrics, the surroundings respond faster than the carriers move, they do not hybridize with the sheet, and \(r_0\) does not depend on them.

## How flat the change is

The two-dimensional Fourier transform of \(W(q)\) is

\[
W(r)=e^2\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq .
\]

Write \(1/(\kappa+r_0q)=\int_0^\infty e^{-t(\kappa+r_0q)}dt\) and use \(\int_0^\infty J_0(qr)e^{-aq}dq=1/\sqrt{r^2+a^2}\) with \(a=r_0t\):

\[
W(r)=e^2\int_0^\infty\frac{e^{-\kappa t}}{\sqrt{r^2+r_0^2t^2}}\,dt .
\]

Differentiation with respect to \(\kappa\) gives

\[
\frac{\partial W}{\partial\kappa}=-e^2g(r),\qquad
g(r)=\int_0^\infty\frac{t\,e^{-\kappa t}}{\sqrt{r^2+r_0^2t^2}}\,dt .
\]

The integrand of \(g\) is positive and decreases with \(r\), so \(g\) does too. At the origin

\[
g(0)=\frac1{r_0}\int_0^\infty e^{-\kappa t}dt=\frac{1}{\kappa r_0}.
\]

Now let \(\kappa\) rise to \(\kappa'\) and define \(\Delta W=W_{\kappa'}-W_\kappa\). Integrating \(-e^2g(0)\) over \(\kappa\) gives

\[
\Delta W(0)=-\frac{e^2}{r_0}\ln\frac{\kappa'}{\kappa}.
\]

\(W\) itself diverges at the origin, but its change is finite.

The departure from flatness is

\[
g(0)-g(r)=\int_0^\infty e^{-\kappa t}\left[\frac1{r_0}-\frac{t}{\sqrt{r^2+r_0^2t^2}}\right]dt .
\]

The bracket is positive. Replacing \(e^{-\kappa t}\) by 1 can therefore only increase the integral, which then becomes elementary:

\[
g(0)-g(r)\le\left[\frac{t}{r_0}-\frac{\sqrt{r^2+r_0^2t^2}}{r_0^2}\right]_0^\infty=\frac{r}{r_0^2}.
\]

The upper limit contributes zero because the two terms cancel there. For \(r\ll r_0/\kappa\) the main contribution comes from \(t\sim r/r_0\), where the exponential is close to 1, so the bound becomes the leading term. Integrating over \(\kappa\),

\[
\Delta W(r)\approx\Delta W(0)+\frac{e^2(\kappa'-\kappa)}{r_0^2}\,r .
\]

The change is thus deepest at the origin and weakens with distance, at first linearly.

The logarithm used at the start follows as well. Since \(W\) depends on \(\kappa\) and \(r\) through \(\kappa r\), \(r\,\partial_rW=\kappa\,\partial_\kappa W=-e^2\kappa g(r)\). This tends to \(-e^2/r_0\) at small \(r\), which is the slope of \(-(e^2/r_0)\ln r\).

## Why a constant change lowers only the gap

Suppose first that \(\Delta W=C\) at all distances. For net charge number \(Q\), the response of the surroundings then adds \(\tfrac12CQ^2\) to the energy. The factor \(\tfrac12\) is the usual one for a linear medium, and the term includes the action of each charge on itself. Adding or removing one electron gives \(Q^2=1\), so

\[
\Delta\left[E(N+1)+E(N-1)-2E(N)\right]=\frac C2+\frac C2-0=C .
\]

This is the change of the gap. In a neutral excited state \(Q=0\), and its energy does not change. The electron and the hole each have a self-energy \(C/2\), and their mutual attraction changes by \(-C\).

The same factors appear in the static approximation to the \(GW\) self-energy, a Coulomb-hole term plus screened exchange:

\[
\Delta\Sigma(\mathbf r,\mathbf r')=\tfrac12\Delta W(\mathbf r,\mathbf r)\,\delta(\mathbf r-\mathbf r')-\Delta W(\mathbf r,\mathbf r')\,\rho(\mathbf r,\mathbf r').
\]

Here \(\rho\) projects on the occupied orbitals of one spin. If \(\Delta W\) is nearly constant over the range of \(\rho\), it can be replaced by \(\Delta W(0)\). The projector gives 0 on a conduction state and 1 on a valence state. To first order in \(\Delta\Sigma\),

\[
\Delta E_c=\tfrac12\Delta W(0),\qquad
\Delta E_v=\tfrac12\Delta W(0)-\Delta W(0)=-\tfrac12\Delta W(0).
\]

Since \(\Delta W(0)<0\), the conduction edge falls and the valence edge rises. The gap changes by

\[
\Delta E_g=\Delta W(0)=-\frac{e^2}{r_0}\ln\frac{\kappa'}{\kappa}.
\]

## What is left for the exciton line

For parabolic bands with reduced mass \(\mu\), without electron-hole exchange, and with the orbital overlaps in the direct kernel set to 1, the Bethe-Salpeter equation reduces to a two-body problem:

\[
E_n=E_g+\epsilon_n,\qquad
\left[-\frac{\hbar^2}{2\mu}\nabla^2-W(r)\right]\psi_n=\epsilon_n\psi_n .
\]

The binding energy is \(-\epsilon_n\). To first order in \(\Delta W\) the line moves by

\[
\Delta E_n\approx\Delta W(0)-\langle\Delta W(r)\rangle_n .
\]

Only the variation of \(\Delta W\) over the pair survives. To go beyond first order, use the Hellmann-Feynman theorem at each \(\kappa\). The gap contributes \(-e^2g(0)\), and the potential \(-W\) contributes \(+e^2\langle g\rangle_n\):

\[
\frac{dE_n}{d\kappa}=-e^2\left[g(0)-\langle g\rangle_n\right].
\]

Since \(0<g(r)<g(0)\) for \(r>0\), this slope is negative and smaller in size than the gap slope \(-e^2/(\kappa r_0)\). Within this model every bound s line therefore moves to the red, and by less than the gap. The bound on \(g(0)-g(r)\) limits the ratio of the two slopes:

\[
\frac{dE_n/d\kappa}{dE_g/d\kappa}\le\frac{\kappa\langle r\rangle_n}{r_0}.
\]

The 1s line is nearly stationary when this parameter is small. When it is not small, the bound does not settle the matter and the line shift must be computed.

## Why 2s shifts more

The 2s state is larger, but a larger mean radius does not by itself fix the order of \(\langle g\rangle_{1s}\) and \(\langle g\rangle_{2s}\). Let \(R_1\) and \(R_2\) be the normalized radial functions, both positive at the origin, and let \(f=R_2/R_1\). Multiply the radial equation for \(R_2\) by \(rR_1\), that for \(R_1\) by \(rR_2\), and subtract. The potential drops out:

\[
\left(rR_1^2f'\right)'=-\frac{2\mu}{\hbar^2}(\epsilon_2-\epsilon_1)\,rR_1R_2 .
\]

Integrate from the origin:

\[
rR_1^2f'=-\frac{2\mu}{\hbar^2}(\epsilon_2-\epsilon_1)\int_0^rR_1R_2\,s\,ds .
\]

The integral grows up to the node of \(R_2\), then decreases towards zero, which it reaches at infinity because the states are orthogonal. It is positive at every finite \(r>0\), so \(f\) falls steadily.

Suppose that \(f(0)\le1\). Then \(R_2^2-R_1^2=R_1^2(f^2-1)\) is negative until \(f=-1\) and positive beyond. Consequently

\[
D(r)=\int_0^r(R_1^2-R_2^2)\,s\,ds
\]

first rises and then falls to zero at infinity, where both norms are 1. Thus \(D>0\) in between. Integration by parts, with \(D=0\) at both ends, gives

\[
\langle g\rangle_{1s}-\langle g\rangle_{2s}=\int_0^\infty g\,D'\,dr=-\int_0^\infty g'\,D\,dr>0 ,
\]

because \(g'<0\). The 2s slope is therefore the more negative one. The condition \(f(0)\le1\) is not proved here. In the example below, the largest ratio found at eight values of \(\kappa\) between 1 and 2.5 is 0.46.

## How large the shifts are

Take round parameters \(r_0=40\) Å and \(\mu=0.2\) electron masses. Let \(\kappa\) rise from 1, a free-standing sheet, to \((1+4)/2=2.5\), a sheet on a dielectric of constant 4. The gap shift is

\[
\Delta E_g=-\frac{14.40\ \text{eV Å}}{40\ \text{Å}}\ln2.5=-0.330\ \text{eV}.
\]

At 10 Å the change \(\Delta W\) still has 74% of its value at the origin; at 40 Å it has 43%. The mean electron-hole distances at \(\kappa=1\) are 10.2 Å for 1s and 34.9 Å for 2s.

The 1s binding energy falls from 0.537 to 0.291 eV, a loss of 0.245 eV before rounding. The 2s binding energy falls from 0.239 to 0.089 eV, a loss of 0.151 eV before rounding. The lines move by

\[
\Delta E_{1s}=-0.330+0.245=-0.085\ \text{eV},
\]
\[
\Delta E_{2s}=-0.330+0.151=-0.179\ \text{eV}.
\]

The 1s line takes 26% of the gap shift and the 2s line 54%. The cancellation is thus incomplete: the 1s line moves by a quarter of the gap shift, not by zero. This fraction belongs to a sheet of zero thickness in direct contact with the dielectric. For point carriers in the midplane of a slab 6 Å thick with \(r_0=40\) Å in vacuum, the same substrate gives \(-0.288\) eV for the gap and \(-0.046\) eV for 1s; for the zero-thickness sheet held 3 Å above the substrate it gives \(-0.200\) and \(-0.014\) eV. The first-order formula with the \(\kappa=1\) states already gives about \(-0.08\) eV for 1s and \(-0.17\) eV for 2s, so most of the effect is the incomplete cancellation of \(\Delta W\), with little from the change of the wave function.

Shifts from \(\kappa=1\), in eV:

| \(\kappa\) | gap | 1s | 2s |
|---|---|---|---|
| 1.5 | −0.146 | −0.030 | −0.068 |
| 2.5 | −0.330 | −0.085 | −0.179 |
| 4.0 | −0.499 | −0.155 | −0.306 |

The parameter \(\kappa\langle r\rangle/r_0\) for 1s grows from 0.26 at \(\kappa=1\) to 0.73 at \(\kappa=2.5\), so the linear formula for \(\Delta W\) is not accurate over the whole range. With the initial radius it would give

\[
-\frac{14.40\times1.5\times10.2}{40^2}\ \text{eV}=-0.138\ \text{eV},
\]

well beyond the computed \(-0.085\) eV. It explains the cancellation but should not be used for the size of the shift in this range.

A lighter pair shows what happens when the exciton is not compact. With \(\mu=0.02\) and everything else unchanged, the mean 1s radius at \(\kappa=1\) is 38.8 Å. The gap shift is the same, but the 1s line now moves by \(-0.180\) eV, or 55% of it. The stability of the 1s line thus depends on the size of the pair relative to \(r_0/\kappa\), and is not a property of 1s states as such.

## Beyond point carriers

Replacing \(\Delta W\) by \(\Delta W(0)\) in the self-energy treats the carriers as points. A two-band model on a square lattice relaxes this. With wave numbers in units of the inverse cell length and Pauli matrices acting on the two orbitals, its Hamiltonian is

\[
h(\mathbf k)=A(\sin k_x\,\sigma_x+\sin k_y\,\sigma_y)+\left[m+b(2-\cos k_x-\cos k_y)\right]\sigma_z .
\]

The cell length is 3.2 Å, \(A=1.1\) eV and \(m=1.0\) eV, which gives a gap of 2.0 eV. The value \(b=0.65\) eV makes the reduced mass 0.2. The change of static self-energy and the direct Bethe-Salpeter kernel are computed from the same \(W\) with the orbital overlaps kept, on a \(30\times30\) grid. On a single site, where \(W\) diverges, it is evaluated at the logarithmic mean distance from the centre of the cell; the shifts quoted below depend on this choice. Taking 0.55 or 1.6 Å in place of this distance of 1.1 Å moves the gap shift by 0.005 to 0.006 eV and the exciton shift by about 0.003 eV. The self-energy change enters through its diagonal elements; exchange and the coupling to de-excitations are left out.

A constant change of \(-0.3\) eV in \(W\) lowers the lattice gap by 0.3 eV and leaves the exciton fixed, as the charge argument requires. The actual change from \(\kappa=1\) to 2.5 lowers the gap by 0.304 eV, which is 92% of \(|\Delta W(0)|\), and the exciton by 0.058 eV (0.057 eV on \(40\times40\) and \(60\times60\) grids), which is 19% of the lattice gap shift. The loss of binding energy, 0.246 eV, is close to that of the parabolic model. The two models therefore differ mainly in the gap shift. Both the finite range of \(\rho\) and the treatment of \(W\) on a single site reduce it. With the single-site change set to \(\Delta W(0)\) the gap falls by 0.316 eV, so 0.012 eV of the 0.026 eV difference comes from the single site and 0.014 eV from the range of \(\rho\).

The comparison also shows how far the small number can be trusted. The 1s shifts of the two models differ by 0.027 eV, which is 8% of the gap shift of the parabolic model but about a third of its 1s shift. The cancellation holds in both models, while its remainder depends on short-range details.

## What to do in practice

**Change the gap and the kernel together.** In the example, a new \(W\) in the Bethe-Salpeter kernel with the old gap would move the 1s line up by 0.245 eV. A new gap with the old kernel would move it down by 0.330 eV. The consistent result is down by 0.085 eV. Even the sign is wrong if only the kernel is updated.

**Do not read the gap shift from the 1s line.** A small 1s shift is compatible with a large change of gap. The 1s-2s spacing is a second observable, of similar sensitivity in the example but not in general: for \(\mu=0.02\) it shrinks by 0.100 eV while the 1s line moves by 0.180 eV. For \(\mu=0.2\), from \(\kappa=1\) to 2.5 it shrinks from 0.297 to 0.203 eV, by 0.094 eV, slightly more than the 1s line moves (0.085 eV); from \(\kappa=1\) to 4 it shrinks by 0.151 eV, slightly less than the 1s line moves (0.155 eV). Turning this spacing into a gap still requires a model of \(W\), because to first order the change of the spacing is \(\langle\Delta W\rangle_{1s}-\langle\Delta W\rangle_{2s}\). A constant part of \(\Delta W\) drops out of this difference, and the averages depend on the two states, while the gap shift is \(\Delta W(0)\).

**Estimate \(\kappa\langle r\rangle/r_0\) first.** If it is small throughout the range, the 1s line will move little compared with the gap. If it approaches 1 at either end, solve the two-body problem. Light carriers, a small \(r_0\) at fixed pair size, strong surrounding screening and excited states all work against the cancellation.

**Check the assumptions before interpreting a few hundredths of an eV.** The dielectric constants must describe the part of the response that is fast on the scale of the binding energy. If part of it is slower, one static \(W\) no longer serves for both the self-energy and the binding. Hybridization, charge transfer, strain, or a gap between sheet and substrate can each shift the lines in ways this model does not contain. Because the two large contributions nearly cancel, an effect of given size is a larger fraction of the 1s shift than of the gap shift.

The numerical check below compares the interaction with its Fourier definition and the line shifts with the integrated Hellmann-Feynman slopes.

## Table of computed values

```
e^2 = 14.3996 eV A, hbar^2/2m = 3.8100 eV A^2
r0 = 40 A, mu = 0.2 m_e, kappa 1.0 -> 2.5
r0/kappa: 40.0 A -> 16.0 A
dW(0) = gap shift = -0.3299 eV
r (A), W at kappa 1, W at 2.5, dW (eV), dW/dW(0):
     1  1.3784  1.0610  -0.3175  0.962
     5  0.8307  0.5519  -0.2789  0.845
    10  0.6162  0.3723  -0.2438  0.739
    20  0.4264  0.2306  -0.1958  0.594
    40  0.2717  0.1311  -0.1405  0.426
    80  0.1586  0.0697  -0.0889  0.269
kappa, binding 1s, 2s (eV), mean r 1s, 2s (A):
  1.0  0.5365  0.2393  10.20  34.88
  1.5  0.4209  0.1614  10.68  38.64
  2.5  0.2914  0.0887  11.63  46.43
  4.0  0.1925  0.0460  13.08  58.62
kappa, shift from kappa 1 of gap, 1s, 2s (eV):
  1.5  -0.1460  -0.0303  -0.0681
  2.5  -0.3299  -0.0848  -0.1792
  4.0  -0.4991  -0.1550  -0.3057
For kappa 1 -> 2.5:
1s shift / gap shift = 0.257
2s shift / gap shift = 0.543
1s-2s spacing: 0.2972 eV -> 0.2028 eV
mean dW in kappa=1 states: 1s -0.2484, 2s -0.1604 eV
first-order line shift: 1s -0.0814, 2s -0.1694 eV
integrated slopes: 1s -0.0848, 2s -0.1792 eV
kappa<r>/r0 for 1s: 0.255 at kappa 1, 0.727 at 2.5
largest |psi_2s(0)/psi_1s(0)| = 0.458
Control mu = 0.02 m_e: mean r of 1s = 38.8 A
  binding 0.2393 -> 0.0896 eV
  1s shift -0.1801 eV, / gap shift 0.546
Lattice 30x30, cell 3.2 A, gap 2.00 eV, mixing 1.1 eV
  curvature term 0.6503 eV
  binding 0.5406 -> 0.2945 eV
  gap shift -0.3037 eV, / dW(0) 0.921
  1s shift -0.0575 eV, / gap shift 0.190
  constant dW = -0.3 eV: gap -0.3000 eV, 1s 0.0000 eV
```
